# Surface Temperature of a Uniformly Heated Disk on a Half-Space, part 1

(Sections cited here and not found follow in the second part.)

## 1. The temperature profile of the ideal disk

A calculation of a small heater on a thick substrate has to decide which temperature its thermal resistance refers to. The peak at the centre governs the hottest material, the average over the disk governs the mean resistance of a uniform heater film, and a thermometer at the rim reads something lower than either. If the rim reading is to be turned into a peak temperature, the conversion factor must be known, together with the conditions under which it may be used. For uniform heating of an ideal half-space the factor is \(\pi/2\). A metal film or a temperature-dependent conductivity changes it, and the second half gives the size of those changes for a definite example.

### Model, signs and units

The solid fills \(z>0\) and has a constant, isotropic conductivity \(k\). The symbol \(T\) denotes the temperature rise above the base temperature, so \(T\to0\) far from the heater. Heat enters through the disk \(r<a\) of the surface \(z=0\), with the same power per area \(q\) everywhere on it. The total power is
\[
P=\pi a^2 q .
\]
The rest of the surface is insulated. In the steady state no heat accumulates, and with the heat current \(\mathbf j=-k\nabla T\) the problem is
\[
\nabla^2T=0\quad(z>0),\qquad
-k\,\frac{\partial T}{\partial z}\bigg|_{z=0}=
\begin{cases} q, & r<a,\\ 0, & r>a.\end{cases}
\]
The minus sign makes \(q\) positive when heat flows into the solid.

The equations hold in any coherent set of units. In atomic units temperature is expressed as the energy \(k_BT\) in hartree, length in bohr and time in the atomic unit of time; \(k\) then has the dimension of an inverse length times an inverse time. Neither \(\hbar\) nor the electron's mass or charge appears, so no factor has to be restored when the formulas are used with watts, metres and kelvins.

The solution is unique. The difference of two bounded solutions has no flux through the surface. Reflected evenly in the plane \(z=0\), it becomes a harmonic function in all space that vanishes at infinity. By the maximum principle such a function is zero. It is therefore enough to construct one solution.

### A point source on the surface

Let a power \(p\) enter at one surface point, and let \(\rho\) be the distance from that point into the solid. The trial function \(T=C/\rho\) satisfies Laplace's equation for \(\rho>0\). Its normal derivative is
\[
\frac{\partial}{\partial z}\frac{C}{\rho}=-\frac{Cz}{\rho^3},
\]
which vanishes on the surface away from the source, as insulation requires. The heat crossing a hemisphere of radius \(\rho\) must equal \(p\):
\[
p=\left(k\,\frac{C}{\rho^2}\right)\left(2\pi\rho^2\right)=2\pi kC
\quad\Longrightarrow\quad
T=\frac{p}{2\pi k\rho}.
\]
The factor is \(2\pi\), half the value for a source inside an infinite solid, because the heat can leave only into a half-space.

### From area to chord lengths

The heat equation is linear, so the disk is a sum of point sources of power \(q\,dS\). At a surface point,
\[
T=\frac{q}{2\pi k}\iint_{\rm disk}\frac{dS}{s},
\]
where \(s\) is the distance from the observation point to the element \(dS\).

This sum has the required flux. At a small depth \(z\), the downward heat current is
\[
-k\frac{\partial T}{\partial z}=q\iint_{\rm disk}\frac{z\,dS}{2\pi(s^2+z^2)^{3/2}},
\]
with \(s\) now measured horizontally. Over the whole plane the weight integrates to
\[
\int_0^\infty\frac{z\,s\,ds}{(s^2+z^2)^{3/2}}
=\left[-\frac{z}{\sqrt{s^2+z^2}}\right]_0^\infty=1 ,
\]
and as \(z\to0\) it concentrates at \(s=0\). The current therefore tends to \(q\) at a point inside the disk and to zero at a point outside.

Now take polar coordinates \((s,\varphi)\) centred on the observation point, not on the disk. Then \(dS=s\,ds\,d\varphi\), the factor \(s\) cancels the singular \(1/s\), and
\[
T=\frac{q}{2\pi k}\int L(\varphi)\,d\varphi ,
\]
where \(L(\varphi)\) is the length of heated surface met along the direction \(\varphi\). The temperature has become an angular sum of lengths.

Two cases need no special functions. From the centre, every direction meets a length \(a\), so
\[
T(0)=\frac{q}{2\pi k}\,(2\pi a)=\frac{qa}{k}.
\]
From a point on the edge, the disk is seen only over a half-turn. If \(\varphi\) is measured from the inward diameter, the chord has length \(2a\cos\varphi\), and
\[
T(a)=\frac{q}{2\pi k}\int_{-\pi/2}^{\pi/2}2a\cos\varphi\,d\varphi
=\frac{q}{2\pi k}\,(4a)=\frac{2qa}{\pi k}.
\]
Division gives
\[
\frac{T(a)}{T(0)}=\frac{2}{\pi}.
\]
The number is the ratio of the two angular sums, \(4a\) and \(2\pi a\). It depends on neither the power, the radius nor the conductivity.

### Inside the disk

Place the observation point at distance \(r<a\) from the centre and measure \(\varphi\) from the outward radius. A point at distance \(s\) in this direction lies on the rim when
\[
r^2+2rs\cos\varphi+s^2=a^2 .
\]
The positive root is
\[
L(\varphi)=-r\cos\varphi+\sqrt{a^2-r^2\sin^2\varphi}.
\]
In the opposite direction the cosine changes sign and the square of the sine does not. The two lengths add to a full chord:
\[
L(\varphi)+L(\varphi+\pi)=2\sqrt{a^2-r^2\sin^2\varphi}.
\]
Integrating this sum over half a turn covers all directions once. The integrand is symmetric about \(\pi/2\), so
\[
T(r)=\frac{q}{2\pi k}\int_0^\pi2\sqrt{a^2-r^2\sin^2\varphi}\,d\varphi
=\frac{2q}{\pi k}\int_0^{\pi/2}\sqrt{a^2-r^2\sin^2\varphi}\,d\varphi .
\]
The complete elliptic integrals are written here as functions of the parameter \(m\), which is the square of the modulus:
\[
E(m)=\int_0^{\pi/2}\sqrt{1-m\sin^2\varphi}\,d\varphi,\qquad
K(m)=\int_0^{\pi/2}\frac{d\varphi}{\sqrt{1-m\sin^2\varphi}} .
\]
Taking \(a\) out of the root gives
\[
\boxed{T(r)=\frac{2qa}{\pi k}\,E\!\left(\frac{r^2}{a^2}\right),\qquad r\le a.}
\]
Since \(E(0)=\pi/2\) and \(E(1)=\int_0^{\pi/2}\cos\varphi\,d\varphi=1\), the centre and edge values are recovered. A library routine that expects the modulus must be given \(r/a\) instead of \(r^2/a^2\). The two end points cannot reveal a mix-up, because 0 and 1 equal their own squares; an intermediate radius can.

Near the centre, expansion of the root and the averages \(\langle\sin^2\varphi\rangle=1/2\) and \(\langle\sin^4\varphi\rangle=3/8\) give
\[
T(r)=\frac{qa}{k}\left(1-\frac{r^2}{4a^2}-\frac{3r^4}{64a^4}-\cdots\right).
\]
The profile is flat at the centre, so a small misplacement of a sensor there matters only at second order.

### Outside the disk

For \(r>a\), measure \(\varphi\) from the direction towards the centre. The line crosses the rim at the two roots of \(s^2-2rs\cos\varphi+r^2-a^2=0\), and the heated length is their difference,
\[
L(\varphi)=2\sqrt{a^2-r^2\sin^2\varphi},\qquad |\sin\varphi|\le \frac ar .
\]
With \(\varphi_m=\arcsin(a/r)\) and the symmetry in \(\varphi\),
\[
T(r)=\frac{2q}{\pi k}\int_0^{\varphi_m}\sqrt{a^2-r^2\sin^2\varphi}\,d\varphi .
\]
Set \(r\sin\varphi=a\sin t\) and \(m=a^2/r^2\). The root becomes \(a\cos t\), the upper limit becomes \(\pi/2\), and
\[
d\varphi=\frac{a\cos t\,dt}{r\cos\varphi}=\frac{a\cos t\,dt}{r\sqrt{1-m\sin^2t}} .
\]
Hence
\[
T(r)=\frac{2qa^2}{\pi kr}\int_0^{\pi/2}\frac{\cos^2t\,dt}{\sqrt{1-m\sin^2t}} .
\]
The numerator can be written as
\[
\cos^2t=\frac{(1-m\sin^2t)-(1-m)}{m},
\]
so the integral equals \([E(m)-(1-m)K(m)]/m\). Because \(a^2/(rm)=r\),
\[
\boxed{T(r)=\frac{2qr}{\pi k}\left[E(m)-(1-m)K(m)\right],\quad m=\frac{a^2}{r^2},\quad r>a.}
\]

Far away \(m\) is small. Expanding the inverse root to first order, with \(\int_0^{\pi/2}\cos^2t\,dt=\pi/4\) and \(\int_0^{\pi/2}\sin^2t\cos^2t\,dt=\pi/16\), gives
\[
T(r)=\frac{P}{2\pi kr}\left(1+\frac{a^2}{8r^2}+\cdots\right).
\]
The disk then acts as a point source of the same power. This series is also useful numerically. The bracket in the closed formula is a difference of two numbers near \(\pi/2\) that is itself only about \(\pi m/4\), so its relative rounding error grows as \(1/m\).

### The edge

The temperature is continuous at the edge, but its slope is not finite. Inside, differentiating the chord integral gives
\[
\frac{dT}{dr}=-\frac{2q}{\pi k}\int_0^{\pi/2}\frac{r\sin^2\varphi\,d\varphi}{\sqrt{a^2-r^2\sin^2\varphi}}
=-\frac{2q}{\pi k}\,\frac ar\,(K-E),
\]
with both integrals at parameter \(r^2/a^2\). The last step uses \(m\sin^2\varphi=1-(1-m\sin^2\varphi)\). Outside, the moving limit contributes nothing because the root vanishes there, and the same substitution as before gives
\[
\frac{dT}{dr}=-\frac{2q}{\pi k}\left[K(m)-E(m)\right],\qquad m=\frac{a^2}{r^2}.
\]

To find \(K\) near \(m=1\), put \(\kappa^2=1-m\) and \(u=\cot\varphi\). Then
\[
K=\int_0^\infty\frac{du}{\sqrt{(1+u^2)(u^2+\kappa^2)}} .
\]
The replacement \(u\to\kappa/u\) exchanges the ranges below and above \(\sqrt\kappa\) and leaves the integrand's form unchanged. The integral is thus twice its part from 0 to \(\sqrt\kappa\). There \(1+u^2\) differs from 1 by at most \(\kappa\), so to leading order
\[
K\simeq2\int_0^{\sqrt\kappa}\frac{du}{\sqrt{u^2+\kappa^2}}
=2\,{\rm arsinh}\frac1{\sqrt\kappa}\simeq\ln\frac4\kappa .
\]
At a small distance \(\epsilon\) from the edge, on either side, \(\kappa^2\simeq2\epsilon/a\). Therefore \(K\simeq\frac12\ln(8a/\epsilon)\), while \(E\to1\). The product \((1-m)K\) tends to zero, which confirms that the inner and outer formulas meet. Integrating the slope from the edge to a distance \(\delta\ll a\),
\[
\frac{2q}{\pi k}\int_0^\delta\left(\frac12\ln\frac{8a}{\epsilon}-1\right)d\epsilon
=\frac{q\delta}{\pi k}\left(\ln\frac{8a}{\delta}-1\right),
\]
so that
\[
T(a\mp\delta)-T(a)\simeq\pm\frac{q\delta}{\pi k}\left(\ln\frac{8a}{\delta}-1\right).
\]
The upper signs refer to the inside. The infinite slope comes from the sharp step of the flux in the model. For an implementation it means that a rim sensor is sensitive to its position, and that interpolation with a smooth polynomial across \(r=a\) is unsuitable.

### The average over the disk

The area average is
\[
\bar T=\frac{2}{a^2}\int_0^aT(r)\,r\,dr=\frac{4qa}{\pi k}\int_0^1xE(x^2)\,dx .
\]
Exchange the order of integration and write \(c=\cos\varphi\). The integral over \(x\) is
\[
\int_0^1x\sqrt{1-x^2\sin^2\varphi}\,dx=\frac{1-c^3}{3(1-c^2)}
=\frac{1+c+c^2}{3(1+c)}=\frac13\left(c+\frac1{1+c}\right).
\]
Between 0 and \(\pi/2\), \(\cos\varphi\) integrates to 1, and \(1/(1+\cos\varphi)\) integrates to \([\tan(\varphi/2)]_0^{\pi/2}=1\). The double integral is \(2/3\), and
\[
\bar T=\frac{8qa}{3\pi k}=\frac{8P}{3\pi^2ak}.
\]
The average is about 0.849 of the centre rise. A numerical sum over rings of point sources gives 0.84883.

A finite-volume solution of Laplace's equation, which does not use the point-source formula, provides a separate check. With \(a=q=k=1\), a radial spacing of 0.025 across the disk and zero rise imposed beyond \(10^4\) radii, it gives a centre rise of 0.9990 and an edge-to-centre ratio of 0.6365. The formulas give 1 and 0.6366.

## 2. A heater on rutile and the limits of the model

The symbols are those of the first half: \(T\) is the rise above the base temperature, \(a\) the disk radius, \(P\) the power, \(q=P/(\pi a^2)\) the uniform flux and \(k\) the conductivity. The results needed here are the point response \(p/(2\pi ks)\), the centre rise \(qa/k\), the edge rise \(2qa/(\pi k)\) and the mean rise \(8qa/(3\pi k)\). The inner profile is \((2qa/\pi k)E(r^2/a^2)\), with \(E\) taken as a function of the squared modulus.

### A crystal with its axis normal to the surface

Rutile TiO2 conducts heat differently along its c axis and across it. Let the axis be normal to the surface, with conductivity \(k_z\) along it and \(k_r\) in the surface plane. The steady equation is
\[
k_r\nabla_{\!\parallel}^2T+k_z\frac{\partial^2T}{\partial z^2}=0 ,
\]
where \(\nabla_{\!\parallel}^2\) acts in the plane. Define a stretched depth \(Z=z\sqrt{k_r/k_z}\). Then \(k_z\partial_z^2=k_r\partial_Z^2\), and the equation becomes the isotropic Laplace equation. The flux condition becomes
\[
q=-k_z\frac{\partial T}{\partial z}
=-k_z\sqrt{\frac{k_r}{k_z}}\,\frac{\partial T}{\partial Z}
=-\sqrt{k_rk_z}\,\frac{\partial T}{\partial Z}.
\]
The disk itself is not distorted, since only the depth was stretched. Every surface formula therefore remains valid with
\[
k\to k_{\rm eff}=\sqrt{k_rk_z},
\]
and the ratio \(2/\pi\) is unchanged.

### Worked example

A thin metal disk of radius 500 nm dissipates 0.50 mW on a rutile crystal 500000 nm thick, held at 300 K. The conductivities are rough typical values, 10 W/(m K) along c and 7 W/(m K) across it. Thus
\[
k_{\rm eff}=\sqrt{10\times7}\ {\rm W/(m\,K)}=8.37\ {\rm W/(m\,K)} .
\]
The flux \(P/(\pi a^2)\) is \(6.37\times10^4\) W/cm². The centre rise is
\[
T(0)=\frac{P}{\pi ak_{\rm eff}}
=\frac{0.50\times10^{-3}}{\pi\,(500\times10^{-9})(8.367)}\ {\rm K}=38.0\ {\rm K},
\]
and the edge rise is \((2/\pi)\times38.0\ {\rm K}=24.2\) K. As energies \(k_BT\), these two rises are 3.28 meV and 2.09 meV. The mean rise is 32.3 K.

At half the radius the rise is still 35.5 K. Outside the disk it falls to 13.5 K at 750 nm and 9.8 K at 1000 nm from the centre. More digits are given in the numerical output below; the rough conductivities do not justify using them for a real device.

### Conductivity that falls with temperature

Suppose that both conductivities vary as the inverse absolute temperature, a simple model for a crystal in which phonon collisions limit the heat current. With base temperature \(T_0\), each is multiplied by \(T_0/(T_0+T)\). Define
\[
\theta=\int_0^T\frac{T_0\,dT'}{T_0+T'}=T_0\ln\left(1+\frac{T}{T_0}\right).
\]
Then \(\nabla\theta=[T_0/(T_0+T)]\nabla T\), so the true heat current is the constant-conductivity current calculated from \(\theta\). The function \(\theta\) satisfies the linear problem with the same flux, and it is the rise found above. Inverting the logarithm gives
\[
T=T_0\left(e^{\theta/T_0}-1\right).
\]
This transformation requires the same temperature factor in both directions.

At the centre, \(300\,(e^{38.05/300}-1)\) K is 40.6 K. The edge rise becomes 25.2 K. The correction is larger where the rise is larger, so the edge-to-centre ratio drops to 0.622. For small \(\theta_0/T_0\), with \(\theta_0\) the linear centre rise, expansion of both exponentials to second order gives
\[
\frac{T(a)}{T(0)}\simeq\frac2\pi\left[1-\left(1-\frac2\pi\right)\frac{\theta_0}{2T_0}\right],
\]
which shows the direction of the change.

If the base is at 400 K and the power is held fixed, the conductivity at the base is multiplied by \(300/400\). The linear rise grows by \(400/300\), so the exponent is unchanged and the prefactor is 400 K. The centre rise is then 54.1 K. In this example the 100 K higher base adds 13.5 K to the centre rise, whereas the nonlinearity within the hot spot adds 2.5 K at a base of 300 K.

For uniform heating of an ideal half-space the edge-to-centre ratio is \(2/\pi\), also for a crystal with its axis normal to the surface; conductivity that falls with temperature lowers it to 0.622 in the example. What remains is the effect of the metal film, interface resistance, an in-plane c axis, finite thickness and air, together with the validity of diffusion, the settling time and the conditions for using the factor \(\pi/2\).
